# Crossed diagrams in the anomalous Hall effect of massive Dirac fermions: a numerical check

```python
"""Anomalous Hall effect of one massive Dirac cone with Gaussian disorder.

H = sigma.k + m sigma_z + V(r), <V(r)V(r')> = w delta(r-r'), hbar = v = e = 1.
eps: Fermi energy > m > 0, k^2 = eps^2 - m^2, S = eps^2 + 3 m^2.
Claim at order w^0, in units of e^2/h:
  intrinsic    -m/(2 eps)
  side jump    -(m/(2 eps)) 4 k^2/S
  skew (non-crossing) -(m/(2 eps)) 3 k^4/S^2
  non-crossing sum    -4 eps m (eps^2+m^2)/S^2
  crossed X    +4 eps m k^2/S^2,   crossed Psi  0 (white noise only)
  all          -8 eps m^3/S^2
Noise of finite range xi has correlator w exp(-p^2 xi^2/2) in momentum space.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import hankel1

ID = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])


def trace(*mats):
    """Trace of a product of (stacks of) 2x2 matrices."""
    prod = mats[0]
    for mat in mats[1:]:
        prod = prod @ mat
    return prod[..., 0, 0] + prod[..., 1, 1]


def dot_sigma(x, y):
    x, y = np.asarray(x, float), np.asarray(y, float)
    return x[..., None, None] * SX + y[..., None, None] * SY


def formulas(eps, m):
    k2, s = eps**2 - m**2, eps**2 + 3 * m**2
    pre = -m / (2 * eps)
    return dict(intrinsic=pre, side=pre * 4 * k2 / s, skew=pre * 3 * k2**2 / s**2,
                noncross=-4 * eps * m * (eps**2 + m**2) / s**2,
                crossed=4 * eps * m * k2 / s**2, total=-8 * eps * m**3 / s**2)


# ---------- non-crossing diagrams by quadrature and matrix inversion ----------
def shell_nodes(center, width, n=300):
    """Nodes in k^2 and weights of d^2k/(2 pi)^2, dense near the mass shell."""
    lo, hi = np.arctan(-center / width), np.pi / 2
    x, wt = np.polynomial.legendre.leggauss(n)
    t = lo + (hi - lo) * (x + 1) / 2
    k2 = center + width * np.tan(t)
    return k2, wt * (hi - lo) / 2 * width / np.cos(t)**2 / (4 * np.pi)


def sigma_k_on_nodes(k2):
    phi = np.arange(4) * np.pi / 2 + 0.3
    k = np.sqrt(np.maximum(k2, 0))[:, None]
    return dot_sigma(k * np.cos(phi), k * np.sin(phi))


def ladder(eps, m, w):
    """(sigma_xx, sigma_xy) of the full ladder, retarded-advanced part, e^2/h."""
    k2, wt = shell_nodes(eps**2 - m**2, w / 2 * (eps**2 + m**2))
    self_energy = -0.25j * w * (eps * ID + m * SZ)
    gr = np.linalg.inv(eps * ID - m * SZ - self_energy - sigma_k_on_nodes(k2))
    ga = np.conj(np.swapaxes(gr, -1, -2))
    mat = np.array([[np.sum(wt * trace(s1, ga, s2, gr).mean(axis=1)) / 2
                     for s2 in (SX, SY)] for s1 in (SX, SY)])
    summed = mat @ np.linalg.inv(np.eye(2) - w * mat)
    return 2 * summed[0, 0].real, 2 * summed[1, 0].real


def local_green_imag(eps, m, eta=1e-4):
    """Anti-Hermitian part of the clean local Green function."""
    k2, wt = shell_nodes(eps**2 - m**2, 2 * eps * eta)
    g = np.linalg.inv((eps + 1j * eta) * ID - m * SZ - sigma_k_on_nodes(k2))
    g = np.einsum('i,iajk->jk', wt, g) / 4
    return (g - g.conj().T) / 2j


# ---------- semiclassical pieces ----------
def intrinsic_from_bands(eps, m):
    """Minus 2 pi times the Berry curvature summed over filled states."""
    def curvature(k, band):
        e, u = np.linalg.eigh(k * SX + m * SZ)
        a, b = u[:, band], u[:, 1 - band]
        num = (a.conj() @ SX @ b) * (b.conj() @ SY @ a)
        return -2 * num.imag / (e[0] - e[1])**2
    kf = np.sqrt(eps**2 - m**2)
    lower = quad(lambda k: k * curvature(k, 0), 0, np.inf)[0]
    upper = quad(lambda k: k * curvature(k, 1), 0, kf)[0]
    return -(lower + upper)


def spinor(kx, ky, m, twisted=False):
    """Upper-band spinor; twisted adds an arbitrary smooth gauge phase."""
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    e = np.sqrt(kx**2 + ky**2 + m**2)
    up = np.sqrt((1 + m / e) / 2)
    u = np.stack([up + 0j, (kx + 1j * ky) / (2 * e * up)], axis=-1)
    if twisted:
        u = u * np.exp(1j * (0.7 * kx - 0.4 * kx * ky))[..., None]
    return u


def overlap(a, b):
    return np.sum(a.conj() * b, axis=-1)


def weighted_shift(eps, m, delta, h=1e-4):
    """|<k'|k>|^2 times the coordinate shift for k=(kf,0) -> k' at angle delta."""
    kf = np.sqrt(eps**2 - m**2)
    k = (kf + 0 * delta, 0 * delta)
    kp = (kf * np.cos(delta), kf * np.sin(delta))
    out = []
    for dx, dy in ((h, 0), (0, h)):
        plus = [spinor(q[0] + dx, q[1] + dy, m, True) for q in (k, kp)]
        minus = [spinor(q[0] - dx, q[1] - dy, m, True) for q in (k, kp)]
        a_k, a_kp = [-np.angle(overlap(lo, hi)) / (2 * h)
                     for lo, hi in zip(minus, plus)]
        ratio = overlap(plus[1], plus[0]) / overlap(minus[1], minus[0])
        out.append(a_kp - a_k - np.angle(ratio) / (2 * h))
    prob = abs(overlap(spinor(*kp, m), spinor(*k, m)))**2
    return prob * out[0], prob * out[1], prob


def side_jump_from_shift(eps, m):
    delta = (np.arange(24) + 0.5) * 2 * np.pi / 24
    _, dy, prob = weighted_shift(eps, m, delta)
    transport = np.mean(prob * (1 - np.cos(delta)))
    return -np.sqrt(eps**2 - m**2) * np.mean(dy) / transport


def projector(eps, m, phi):
    kf = np.sqrt(eps**2 - m**2)
    return (ID + (dot_sigma(kf * np.cos(phi), kf * np.sin(phi)) + m * SZ) / eps) / 2


def hall_from_kernel(eps, m, delta, kernel, corr=1.0):
    """Hall conductivity of a scattering kernel (rate = 2 pi w^2 kernel)."""
    p0, p1 = projector(eps, m, 0.0), projector(eps, m, delta)
    transport = np.mean(corr * trace(p1, p0).real * (1 - np.cos(delta)))
    k2 = eps**2 - m**2
    return -k2 * np.mean(np.sin(delta) * kernel) / (2 * eps**2 * transport**2)


def skew_noncrossing(eps, m):
    """Contributions of the outer legs and of the two-step ladder."""
    delta = (np.arange(32) + 0.25) * 2 * np.pi / 32
    p0, p1 = projector(eps, m, 0.0), projector(eps, m, delta)
    sig = -0.25j * (eps * ID + m * SZ)
    legs = 2 * (trace(p1, sig, ID - p1, p0)
                + trace(p1, ID - p0, sig, p0)).real / (2 * eps)
    pq = projector(eps, m, np.arange(8) * np.pi / 4)
    inner = trace(p1[:, None], pq, p0, ID - pq).mean(axis=1)
    two_step = 2 * (-0.5j * eps * inner / (2 * eps)).real
    return (hall_from_kernel(eps, m, delta, legs),
            hall_from_kernel(eps, m, delta, two_step))


# ---------- crossed diagrams, on-shell kernels ----------
def crossed_kernels(eps, m, delta, xi, n=200):
    """Odd parts of the X and Psi scattering kernels at scattering angle delta."""
    kf = np.sqrt(eps**2 - m**2)
    k, kp = np.array([kf, 0]), kf * np.array([np.cos(delta), np.sin(delta)])
    phi = delta + np.pi + (np.arange(n) + 0.5) * 2 * np.pi / n
    q = kf * np.stack([np.cos(phi), np.sin(phi)], axis=-1)

    def numer(p):
        return eps * ID + m * SZ + dot_sigma(p[..., 0], p[..., 1])

    def corr(p):
        return np.exp(-np.sum(p**2, axis=-1) * xi**2 / 2)

    def denom(p):
        return kf**2 - np.sum(p**2, axis=-1)
    p0, p1 = projector(eps, m, 0.0), projector(eps, m, delta)
    qx, qp = k + kp - q, q + kp - k
    x_part = trace(p1, numer(q), p0, numer(qx)).imag / denom(qx)
    psi_part = trace(p1, numer(qp), numer(q), p0).imag / denom(qp)
    return (0.5 * np.mean(x_part * corr(q - k) * corr(q - kp)),
            np.mean(psi_part * corr(q - k)) * corr(kp - k))


def crossed_hall(eps, m, xi):
    delta = (np.arange(61) + 0.25) * 2 * np.pi / 61
    kern = np.array([crossed_kernels(eps, m, d, xi) for d in delta])
    corr = np.exp(-(eps**2 - m**2) * (1 - np.cos(delta)) * xi**2)
    return [hall_from_kernel(eps, m, delta, kern[:, i], corr) for i in (0, 1)]


def plane_kernels(eps, m, delta, xi, gamma):
    """Whole X and Psi kernels by summing over the momentum plane."""
    kf = np.sqrt(eps**2 - m**2)
    kpx, kpy = kf * np.cos(delta), kf * np.sin(delta)
    u, up = spinor(kf, 0.0, m), spinor(kpx, kpy, m)
    h = gamma / 3
    s = np.arange(-4.2, 4.2, h)

    def apply(x, y, c):
        return ((eps + m) * c[0] + (x - 1j * y) * c[1],
                (x + 1j * y) * c[0] + (eps - m) * c[1])

    def bra(c):
        return up[0].conj() * c[0] + up[1].conj() * c[1]
    x_sum = psi_sum = 0.0
    for block in np.array_split(s, 16):
        x, y = kf + block[:, None], s[None, :]
        near_k = np.exp(-((x - kf)**2 + y**2) * xi**2 / 2)
        near_kp = np.exp(-((x - kpx)**2 + (y - kpy)**2) * xi**2 / 2)
        d = kf**2 - x**2 - y**2 + 1j * gamma
        chi = apply(x, y, u)
        x2, y2 = kf + kpx - x, kpy - y
        d2 = kf**2 - x2**2 - y2**2 + 1j * gamma
        x_sum += np.sum(near_k * near_kp * bra(chi) / d
                        * np.conj(bra(apply(x2, y2, u)) / d2)).real
        x3, y3 = x + kpx - kf, y + kpy
        d3 = kf**2 - x3**2 - y3**2 + 1j * gamma
        psi_sum += 2 * np.sum(near_k * bra(apply(x3, y3, chi)) / (d * d3)
                              * overlap(u, up)).real
    corr = np.exp(-kf**2 * (1 - np.cos(delta)) * xi**2)
    return np.array([x_sum, psi_sum * corr]) * h**2 / (4 * np.pi**2)


# ---------- complete crossed diagrams in real space at finite w ----------
def real_space_crossed(eps, m, w):
    """X and Psi Hall conductivities with dressed vertices, e^2/h."""
    a, b = eps * (1 + 0.25j * w), m * (1 - 0.25j * w)
    kap2 = a * a - b * b
    kap, im = np.sqrt(kap2), kap2.imag
    edges = np.concatenate([np.geomspace(1e-4, 1, 25),
                            np.arange(2.5, 4 / kap.imag, 1.5)])
    x, wt = np.polynomial.legendre.leggauss(10)
    half = np.diff(edges)[:, None] / 2
    r = (edges[:-1, None] + half * (x + 1)).ravel()
    weight = (half * wt).ravel() * r * 2 * np.pi
    h0, h1, h2 = [hankel1(n, kap * r)[:, None, None, None] for n in (0, 1, 2)]
    g, dg = -0.25j * h0, 0.25j * kap * h1
    f = 0.25 * h0.real / im
    df = -0.25 * (kap * h1).real / im
    f2 = 0.25 * (kap2 * h2).real / im
    phi = np.arange(8) * np.pi / 4 + 0.1
    sr = dot_sigma(np.cos(phi), np.sin(phi))
    ret, adv = a * ID + b * SZ, np.conj(a) * ID + np.conj(b) * SZ
    ret_flip, adv_flip = a * ID - b * SZ, np.conj(a) * ID - np.conj(b) * SZ
    f_origin = 0.25 * (1 - 2 / np.pi * np.angle(kap)) / im
    jx = np.linalg.inv(ID - w * f_origin * adv @ ret_flip) @ SX
    jy = np.linalg.inv(ID - w * f_origin * ret @ adv_flip) @ SY

    def pair(left, vertex, right, sign):
        return (left @ vertex @ right * f
                - 1j * sign * (left @ vertex @ sr + sr @ vertex @ right) * df
                - sr @ vertex @ sr * f2)

    def green_r(sign):
        return ret * g - 1j * sign * sr * dg

    def green_a(sign):
        return adv * np.conj(g) - 1j * sign * sr * np.conj(dg)
    px = pair(adv, jx, ret, 1)
    py_plus, py_minus = pair(ret, jy, adv, 1), pair(ret, jy, adv, -1)
    x_tr = trace(px, green_r(-1), py_plus, green_a(-1))
    psi_tr = (trace(px, green_r(-1), green_r(1), py_minus)
              + trace(px, py_minus, green_a(1), green_a(-1)))
    return [w**2 * np.sum(weight * t.mean(axis=1)).real for t in (x_tr, psi_tr)]


def streda_count(mu, m, temp=0.02, field=0.01):
    """2 pi times the density change per field, from smeared Landau levels."""
    def density(b):
        e = np.sqrt(m**2 + 2 * b * np.arange(1, 4000))
        occ = 0.5 * (1 - np.tanh((e - mu) / (2 * temp)))
        return b * (0.5 + occ.sum())
    return (density(1.1 * field) - density(0.9 * field)) / (0.2 * field)


# ============================ tests ============================
for mass in (0.5, 0.3):
    ref = formulas(1.0, mass)
    assert np.allclose(local_green_imag(1.0, mass), -(ID + mass * SZ) / 4, atol=2e-3)
    sxx, sxy = ladder(1.0, mass, 1e-3)
    assert abs(sxy - ref['noncross']) < 3e-3
    drude = 2 * (1 - mass**2) / (1e-3 * (1 + 3 * mass**2))
    assert abs(sxx / drude - 1) < 3e-3
    assert abs(intrinsic_from_bands(1.0, mass) - ref['intrinsic']) < 1e-6
    ang = np.array([0.4, 1.3, 2.5, 4.4])
    sx_, sy_, _ = weighted_shift(1.0, mass, ang)
    kf_ = np.sqrt(1 - mass**2)
    assert np.allclose(sx_, mass / 2 * kf_ * np.sin(ang), atol=1e-6)
    assert np.allclose(sy_, mass / 2 * kf_ * (1 - np.cos(ang)), atol=1e-6)
    assert abs(side_jump_from_shift(1.0, mass) - ref['side']) < 1e-6
    legs_, two_ = skew_noncrossing(1.0, mass)
    assert abs(legs_ + two_ - ref['skew']) < 1e-10
    assert abs(legs_ - 2 * two_) < 1e-10
    pieces = (intrinsic_from_bands(1.0, mass) + side_jump_from_shift(1.0, mass)
              + legs_ + two_)
    assert abs(pieces - sxy) < 3e-3
    for d in (0.6, 1.7, -2.2):
        kx_, kpsi_ = crossed_kernels(1.0, mass, d, 0.0)
        assert abs(kx_ + mass / 2 * np.tan(d / 2)) < 1e-8 and abs(kpsi_) < 1e-8
    coarse = np.array(real_space_crossed(1.0, mass, 0.005))
    fine = np.array(real_space_crossed(1.0, mass, 0.0025))
    limit = 2 * fine - coarse          # removes the correction linear in w
    assert abs(limit[0] - ref['crossed']) < 0.01, limit
    assert abs(limit[1]) < 0.01, limit
    assert abs(sxy + limit.sum() - ref['total']) < 0.015
    if mass == 0.5:
        limit_example = limit

streda_metal, streda_gap = streda_count(1.0, 0.5), streda_count(0.0, 0.5)
assert abs(streda_metal) < 1e-3 and abs(streda_gap - 0.5) < 1e-3

# finite-range noise: on-shell kernels against the full momentum-plane sum
xi_test, angle_test = 1 / np.sqrt(0.75), 1.4
odd = [(plane_kernels(1.0, 0.5, angle_test, xi_test, gam)
        - plane_kernels(1.0, 0.5, -angle_test, xi_test, gam)) / 2
       for gam in (0.03, 0.015)]
plane = 2 * odd[1] - odd[0]
shell = np.array(crossed_kernels(1.0, 0.5, angle_test, xi_test))
assert np.allclose(plane, shell, atol=3e-3), (plane, shell)
x_range, psi_range = crossed_hall(1.0, 0.5, xi_test)
assert abs(psi_range) > 0.05

# ============================ worked example ============================
hv, gap, fermi, strength = 4.0, 0.05, 0.10, 0.32   # eV A, eV, eV, eV^2 A^2
w_ex = strength / hv**2
k_fermi = np.sqrt(fermi**2 - gap**2) / hv
broad = w_ex * (fermi**2 + 3 * gap**2) / (4 * fermi)
path = hv * (hv * k_fermi / fermi) / broad
res = formulas(fermi, gap)
legs_, two_ = skew_noncrossing(fermi, gap)
quantum = constants.e**2 / constants.h
print(f"hbar v = {hv:.1f} eV A, m = {gap:.2f} eV, eps = {fermi:.2f} eV")
print(f"W = {strength:.2f} eV^2 A^2, w = W/(hbar v)^2 = {w_ex:.3f}")
print(f"k_F = {k_fermi:.5f} 1/A")
print(f"hbar/tau_tr = {broad:.3e} eV")
print(f"transport mean free path = {path:.0f} A")
print(f"k_F times mean free path = {k_fermi * path:.1f}")
print(f"sigma_xx Drude = {k_fermi * path / 2:.2f} e^2/h")
print(f"sigma_xx ladder at this w = {ladder(fermi, gap, w_ex)[0]:.2f} e^2/h")
print("Hall terms at order w^0 (e^2/h):")
print(f"  intrinsic        {res['intrinsic']:+.4f}")
print(f"  side jump        {res['side']:+.4f}")
print(f"  skew, outer legs {legs_:+.4f}")
print(f"  skew, two-step   {two_:+.4f}")
print(f"  skew, sum        {res['skew']:+.4f}")
print(f"  non-crossing sum {res['noncross']:+.4f}")
print(f"  crossed X        {res['crossed']:+.4f}")
print(f"  all              {res['total']:+.4f}")
print(f"non-crossing sum = {res['noncross'] * quantum:.3e} S")
print(f"all              = {res['total'] * quantum:.3e} S")
print("Real-space diagrams, m/eps = 0.5 (e^2/h):")
print("  w       ladder    X        Psi")
for w_row in (0.02, 0.01, 0.005):
    xr, pr = real_space_crossed(1.0, 0.5, w_row)
    print(f"  {w_row:.3f}  {ladder(1.0, 0.5, w_row)[1]:+.4f}  {xr:+.4f}  {pr:+.4f}")
print(f"  w -> 0 extrapolated: X {limit_example[0]:+.4f}, Psi {limit_example[1]:+.4f}")
print("Dependence on eps at m = 0.05 eV (e^2/h):")
print("  eps (eV)  non-crossing  X        all")
for e_row in (0.055, 0.10, 0.20, 0.50):
    row = formulas(e_row, gap)
    print(f"  {e_row:.3f}     {row['noncross']:+.4f}"
          f"       {row['crossed']:+.4f}  {row['total']:+.4f}")
print(f"Noise range xi = 1/k_F = {1 / k_fermi:.1f} A (e^2/h):")
print(f"  X {x_range:+.4f}, Psi {psi_range:+.4f}")
print(f"Odd kernels at angle {angle_test} rad, xi = 1/k_F (dimensionless):")
print(f"  on shell: X {shell[0]:+.4f}, Psi {shell[1]:+.4f}")
print(f"  plane sum: X {plane[0]:+.4f}, Psi {plane[1]:+.4f}")
print(f"Streda term: metal {abs(streda_metal):.4f}, gap {streda_gap:.4f} e^2/h (size)")
print("all tests passed")
```

Output:

```
hbar v = 4.0 eV A, m = 0.05 eV, eps = 0.10 eV
W = 0.32 eV^2 A^2, w = W/(hbar v)^2 = 0.020
k_F = 0.02165 1/A
hbar/tau_tr = 8.750e-04 eV
transport mean free path = 3959 A
k_F times mean free path = 85.7
sigma_xx Drude = 42.86 e^2/h
sigma_xx ladder at this w = 42.53 e^2/h
Hall terms at order w^0 (e^2/h):
  intrinsic        -0.2500
  side jump        -0.4286
  skew, outer legs -0.0918
  skew, two-step   -0.0459
  skew, sum        -0.1378
  non-crossing sum -0.8163
  crossed X        +0.4898
  all              -0.3265
non-crossing sum = -3.162e-05 S
all              = -1.265e-05 S
Real-space diagrams, m/eps = 0.5 (e^2/h):
  w       ladder    X        Psi
  0.020  -0.8083  +0.4461  -0.0077
  0.010  -0.8123  +0.4655  -0.0016
  0.005  -0.8143  +0.4764  +0.0004
  w -> 0 extrapolated: X +0.4886, Psi +0.0012
Dependence on eps at m = 0.05 eV (e^2/h):
  eps (eV)  non-crossing  X        all
  0.055     -0.5486       +0.0521  -0.4965
  0.100     -0.8163       +0.4898  -0.3265
  0.200     -0.7535       +0.6648  -0.0886
  0.500     -0.3808       +0.3733  -0.0075
Noise range xi = 1/k_F = 46.2 A (e^2/h):
  X +0.8028, Psi -0.7105
Odd kernels at angle 1.4 rad, xi = 1/k_F (dimensionless):
  on shell: X -0.0478, Psi +0.0792
  plane sum: X -0.0478, Psi +0.0792
Streda term: metal 0.0000, gap 0.5000 e^2/h (size)
all tests passed
```
